# Interaction parameter of a dilute Si(100) inversion layer

## Problem

A gate voltage holds $n=10^{11}$ electrons per square centimetre in silicon, against a Si(100)/SiO$_2$ interface. Take a band mass $m=0.19$ for motion along the interface, in units of the free-electron mass, and relative permittivities $\varepsilon_s=11.7$ for silicon and $\varepsilon_o=3.9$ for the oxide. These are rough typical values.

(a) Find the radius $r_0$ of the circle that holds one electron on average, and the permittivity that governs the repulsion of two electrons lying in the interface plane.

(b) Find the effective Bohr radius $a^*$ and the interaction parameter $r_s=r_0/a^*$.

(c) Compare the Coulomb energy of two electrons a distance $r_0$ apart with the Fermi energy.

(d) Estimate what the depth of the layer, the gate, temperature and disorder do to the answer.

The algebra uses atomic units, in which $\hbar$, the free-electron mass, the elementary charge and $4\pi\varepsilon_0$ are all 1. Lengths are then in bohr (1 bohr = 0.5292 Å) and energies in hartree. Numerical lengths are quoted in Å and energies in eV.

## Solution

### (a) Spacing and permittivity

One electron occupies the area $1/n$. Setting this equal to $\pi r_0^2$ gives

$$r_0=\frac{1}{\sqrt{\pi n}} .$$

Since 1 cm is $10^8$ Å, the density is $10^{11}/10^{16}=10^{-5}$ Å$^{-2}$, and

$$r_0=\frac{1}{\sqrt{\pi\times10^{-5}}}\ \text{Å}=178.4\ \text{Å}=17.84\ \text{nm}.$$

Now put one electron on the plane between the two dielectrics. Treat its charge as positive while finding the field; the repulsion of two equal charges does not depend on their sign. Try a radial field $E(r)$ of the same strength in both halves of space. At the interface this field lies in the plane, so its tangential part is continuous. Its normal part is zero on both sides, so the normal displacement is continuous too. Both boundary conditions hold, and only the strength remains to be found.

Gauss's law for the displacement, over a sphere made of one half in each material, reads in atomic units

$$2\pi r^2(\varepsilon_s+\varepsilon_o)E=4\pi
\quad\Rightarrow\quad
E=\frac{2}{(\varepsilon_s+\varepsilon_o)r^2}=\frac{1}{\kappa r^2},
\qquad \kappa=\frac{\varepsilon_s+\varepsilon_o}{2}.$$

Integrating the force on a second electron from infinity to $r$ gives the pair energy

$$U(r)=\frac{1}{\kappa r}.$$

The plain average appears because each material fills half of the sphere. Here $\kappa=(11.7+3.9)/2=7.80$. A finite-difference solution of Poisson's equation for a sinusoidal sheet of charge on this interface gives 7.8000.

### (b) Effective Bohr radius and $r_s$

Confining an electron to a length $r$ costs a kinetic energy of about $1/(2mr^2)$, while attraction to a unit charge gains $1/(\kappa r)$. The effective Bohr radius is the length that minimises the total energy

$$f(r)=\frac{1}{2mr^2}-\frac{1}{\kappa r},\qquad
f'(r)=-\frac{1}{mr^3}+\frac{1}{\kappa r^2}=0
\quad\Rightarrow\quad a^*=\frac{\kappa}{m}.$$

It is a minimum, because $f''(a^*)=3/(ma^{*4})-2/(\kappa a^{*3})=m^3/\kappa^4>0$. The factor $1/2$ in the kinetic term is the convention that makes $a^*$ equal to 1 bohr when $\kappa=m=1$. Numerically,

$$a^*=\frac{7.80}{0.19}\times0.5292\ \text{Å}=21.72\ \text{Å}=2.172\ \text{nm}.$$

The interaction parameter is therefore

$$r_s=\frac{r_0}{a^*}=\frac{m}{\kappa\sqrt{\pi n}}=\frac{178.4}{21.72}=8.21,$$

or about 8, which is as fine as the input values deserve.

The parameter grows as the layer is diluted. Kinetic energy scales as $1/r_0^2$ and Coulomb energy as $1/r_0$, so spreading the electrons out lowers the kinetic energy faster. At low temperature it is the dilute layer that interacts strongly.

### (c) Comparison with the Fermi energy

Consider independent electrons at zero temperature in a square box of side $L$ with periodic boundaries. The allowed wavevectors form a grid of spacing $2\pi/L$, and each holds $g$ electrons, where $g$ is the number of spin states times the number of valleys. Filling a circle of radius $k_F$ gives

$$nL^2=g\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{g k_F^2L^2}{4\pi}
\quad\Rightarrow\quad k_F^2=\frac{4\pi n}{g}.$$

With $\pi n=1/r_0^2$, the Fermi energy is

$$E_F=\frac{k_F^2}{2m}=\frac{2\pi n}{gm}=\frac{2}{gmr_0^2},$$

and the ratio of the two energies is

$$\frac{U(r_0)}{E_F}=\frac{1}{\kappa r_0}\cdot\frac{gmr_0^2}{2}
=\frac g2\,\frac{mr_0}{\kappa}=\frac g2\,r_s .$$

So $r_s$ equals this energy ratio for two spins and one valley, $g=2$. Silicon has six conduction valleys. At a (100) surface, two of them have their heavy mass, 0.92, along the normal. A heavy mass costs less energy to confine, so these two lie lowest. Their mass along the surface is 0.19 in every direction. With two spins, $g=4$ and the ratio is $2r_s$.

In atomic units $r_0=178.4/0.5292=337.1$, so

$$U(r_0)=\frac{1}{7.80\times337.1}=3.80\times10^{-4},\qquad
E_F=\frac{2}{4\times0.19\times337.1^2}=2.32\times10^{-5}.$$

These are 0.01035 eV and 0.000630 eV, and their ratio is 16.4. As a check, the levels of a box of side $1000\,r_0$ were filled one by one with $g=4$. The highest filled level, the numerical permittivity from part (a) and the relation $r_s=2U/(gE_F)$ together return $r_s=8.21$.

A splitting between the two valleys can change $g$. If all electrons sit in the lower valley, then $g=2$ and the Fermi energy doubles to 0.001260 eV. For independent electrons at zero temperature, the upper valley is empty once the splitting exceeds this value. The energy ratio then drops to 8.21, while $r_s$, a ratio of lengths, stays the same.

Either ratio says that independent electrons are a poor starting point for energies and correlations. Neither one alone decides which phase the electrons form.

### A few cases

The table keeps $m=0.19$ and $g=4$ fixed.

| Case | $n$ (cm$^{-2}$) | $\kappa$ | $r_s$ | $U(r_0)/E_F$ |
|---|---|---|---|---|
| Interface average | $10^{11}$ | 7.80 | 8.21 | 16.4 |
| Silicon value alone | $10^{11}$ | 11.7 | 5.48 | 11.0 |
| Ten times denser | $10^{12}$ | 7.80 | 2.60 | 5.2 |
| $r_0=a^*$ | $6.74\times10^{12}$ | 7.80 | 1 | 2 |

The second row shows how much the oxide matters: using silicon's permittivity alone lowers $r_s$ by a third. That row would suit electrons much deeper in the silicon than their distance from one another. Which row applies at $10^{11}$ cm$^{-2}$ depends on the depth of the layer.

### (d) How far the estimate can be trusted

**Depth of the layer.** The silicon below the electrons holds fixed acceptor charge. For acceptor density $N_A$, depletion width $W$ and band bending $V$, integrating Poisson's equation gives $V=2\pi N_AW^2/\varepsilon_s$. The depleted charge per area is therefore

$$N_d=N_AW=\sqrt{\frac{\varepsilon_sN_AV}{2\pi}} .$$

Rough values $N_A=10^{15}$ cm$^{-3}$ and $V=1.1$ V give $N_d=1.19\times10^{11}$ cm$^{-2}$.

The field in the silicon is $4\pi(N_d+n)/\varepsilon_s$ at the interface and $4\pi N_d/\varepsilon_s$ just beyond the electrons. Replace it by the mean of the two,

$$F=\frac{4\pi(N_d+n/2)}{\varepsilon_s},$$

which is 0.0262 MV/cm. Treat the oxide as a hard wall at $z=0$. With $m_z=0.92$, motion along the normal obeys

$$-\frac{1}{2m_z}\psi''+Fz\,\psi=E\psi,\qquad \psi(0)=0 .$$

Let $\ell=(2m_zF)^{-1/3}$ and $x=z/\ell-E/(F\ell)$. Then $\psi''=\ell^{-2}\,d^2\psi/dx^2$, and dividing the equation by $F\ell=1/(2m_z\ell^2)$ leaves $d^2\psi/dx^2=x\psi$. The solution that decays into the silicon is the Airy function $\mathrm{Ai}(x)$. The wall requires $-E/(F\ell)$ to be one of its zeros. With $a_1$ the first zero,

$$E_0=|a_1|F\ell=|a_1|\left(\frac{F^2}{2m_z}\right)^{1/3},$$

which is 0.01537 eV.

The mean depth follows from stretching the wavefunction by a factor $\lambda$, which keeps $\psi(0)=0$. The energy becomes $\langle T\rangle/\lambda^2+\lambda F\langle z\rangle$. It must be stationary at $\lambda=1$, so $2\langle T\rangle=F\langle z\rangle$. Hence $E_0=\langle T\rangle+F\langle z\rangle=\tfrac32F\langle z\rangle$, and

$$\langle z\rangle=\frac{2E_0}{3F}=\frac{2\times0.01537}{3\times2.62\times10^{-4}}\ \text{Å}=39.1\ \text{Å},$$

where the field has been written as $2.62\times10^{-4}$ V/Å. This is about a fifth of $r_0$.

To see what this depth does, place a unit charge at depth $z'$ in the silicon. On the silicon side, add an image charge $\rho$ at $-z'$. On the oxide side, use a single charge $t$ at $z'$. Continuity of the potential and of the normal displacement require

$$\frac{1+\rho}{\varepsilon_s}=\frac{t}{\varepsilon_o},\qquad 1-\rho=t
\quad\Rightarrow\quad \rho=\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}=0.5 .$$

Two electrons at depths $z$ and $z'$, a distance $r$ apart along the plane, then have the energy

$$U=\frac{1}{\varepsilon_s}\left[\frac{1}{\sqrt{r^2+(z-z')^2}}+\frac{\rho}{\sqrt{r^2+(z+z')^2}}\right].$$

For $r$ much larger than the depths this becomes $(1+\rho)/(\varepsilon_sr)=1/(\kappa r)$, the result of part (a). For equal depths much larger than $r$ the image term fades and $1/(\varepsilon_sr)$ remains. The present layer is near the first limit. With both electrons at 39.1 Å and $r=r_0$, the energy relative to $1/(\kappa r_0)$ is

$$\frac{1}{1.5}\left[1+0.5\,\frac{178.4}{\sqrt{178.4^2+78.2^2}}\right]=0.972,$$

a loss of 2.8 %. Averaging over the ground-state distribution of both depths gives 3.5 %; the difference comes from the spread in depth.

Each electron is also repelled by its own image. The image grows in proportion to the charge that induces it, so this energy is half that of two independent charges a distance $2z$ apart, namely $\rho/(4\varepsilon_sz)$. Including it moves the mean depth to 45.6 Å and the loss to 4.5 %.

The last row of the table is less secure. There $r_0=21.72$ Å. At fixed $N_d$ the field rises by a factor $(1.19+33.7)/(1.19+0.5)=20.6$. Since $\langle z\rangle\propto F^{-1/3}$, the uniform-field estimate of the depth, without the image force, falls to $39.1/2.74\approx14$ Å. This estimate is crude, because the electrons now supply nearly all of the field. The field weakens across the layer and lets them spread somewhat deeper. Either way the depth is comparable with $r_0$, so a thin sheet with the average permittivity is a poor description. Higher subbands may also begin to fill at this density. Both $r_s=1$ and the energy ratio in that row are therefore nominal values.

**The gate.** Let a metal gate lie at $z=-d$, behind an oxide of thickness $d$, and let the layer lie in the interface plane. For a sinusoidal sheet charge of amplitude $\sigma$ and wavevector $q$, the potential has amplitude $Ae^{-qz}$ in the silicon and $A\sinh[q(z+d)]/\sinh(qd)$ in the oxide, which vanishes at the gate. The jump in displacement at the sheet gives

$$qA\left[\varepsilon_s+\varepsilon_o\coth(qd)\right]=4\pi\sigma .$$

With $u=e^{-2qd}$, $\coth(qd)=(1+u)/(1-u)$, and the bracket equals $2\kappa(1-\rho u)/(1-u)$. Therefore

$$A=\frac{2\pi\sigma}{\kappa q}\,\frac{1-u}{1-\rho u}
=\frac{2\pi\sigma}{\kappa q}\left[1-(1-\rho)\sum_{k\ge1}\rho^{k-1}e^{-2kqd}\right].$$

The function $2\pi e^{-qs}/q$ is the two-dimensional Fourier transform of $1/\sqrt{r^2+s^2}$. The gate thus acts as a row of image charges at distances $2kd$, and it lowers the pair energy by the fraction

$$(1-\rho)\sum_{k\ge1}\frac{\rho^{k-1}\,r}{\sqrt{r^2+(2kd)^2}} .$$

When $r\ll2d$ the root becomes $2kd$. Using $\sum_k\rho^k/k=-\ln(1-\rho)$ with $\rho=0.5$, the fraction is $(r/2d)\ln2$. For $d=1000$ Å and $r=r_0$ this is $0.0892\times0.693=0.062$, in agreement with 6.2 % from the full sum. When $r\gg d$ the fraction tends to $(1-\rho)\sum_k\rho^{k-1}=1$: the gate cancels the $1/r$ repulsion, and $r_s$ no longer measures the interaction between neighbours.

Each loss was found with the other effect absent. Added to first order they come to about 11 %. Folding them into $\kappa$ would turn 8.2 into about 7.3.

**Temperature and other subbands.** The Fermi energy corresponds to 7.31 K. At 0.3 K, $kT/E_F=0.041$ and the comparison in part (c) applies. At 300 K, $kT$ is 41 times $E_F$, so thermal energy replaces Fermi energy as the measure of motion. For a thin sheet $U(r_0)/kT=0.40$, and the warm layer is thicker, which lowers the ratio further. At this density the electrons then form a fairly weakly coupled classical gas, although the formula still returns $r_s=8.2$.

In the uniform mean field used above, with the image force included, the next subband lies 0.01025 eV above the ground level, and the lowest level of the other four valleys lies 0.00891 eV above it. As purely electrostatic estimates these gaps are somewhat too large, because the real field weakens across the layer and the excited states reach further into the weaker part. Keeping the depletion field alone scales them by about $(1.19/1.69)^{2/3}=0.79$, to roughly 0.008 and 0.007 eV. Exchange and correlation, left out here, lower the occupied level and work in the opposite direction. On these estimates both gaps remain more than ten times $E_F$, so independent electrons at 0.3 K stay in the lowest subband. At 300 K, $kT$ exceeds both gaps and the one-subband picture fails as well. The pair energy, 0.01035 eV, is also comparable with the gaps. However, only the part of it that varies with depth can mix subbands, and the losses found above suggest that this part is a few per cent at $r_0$.

**Disorder.** A mobility $\mu$ corresponds to a scattering time $\tau=\mu m$ for the loss of momentum. If scattering is equally likely in all directions, this is also the lifetime of a state of given wavevector, and its level is broadened by $1/\tau$. If small deflections dominate, the lifetime is shorter and the broadening larger. The isotropic case serves as the estimate here. For $\mu=2\times10^4$ cm$^2$/Vs the broadening is 0.000305 eV, or 0.48 of $E_F$. Halving the mobility would make it nearly equal to $E_F$. The value $2\times10^4$ cm$^2$/Vs is typical of the peak mobility, which such devices reach at several times $10^{11}$ cm$^{-2}$. At $10^{11}$ cm$^{-2}$ they are close to the density at which they turn insulating and the mobility is usually lower, so 0.48 is an optimistic figure. At this density disorder is not a small correction, and a clean electron liquid with $r_s\approx8$ is an idealisation.

### Beside real devices

The example resembles a silicon field-effect transistor made for low-temperature measurements, with a thick oxide and a high mobility. Its doping, oxide thickness and mobility are rough typical values for such a device. The oxide field, $4\pi(n+N_d)/\varepsilon_o$, is 0.102 MV/cm. Breakdown needs roughly 10 MV/cm, so neither breakdown nor tunnelling through 1000 Å of oxide limits the estimate. A logic transistor that is switched on is a different case: it runs near room temperature, at densities of roughly $10^{12}$ to $10^{13}$ cm$^{-2}$, where $r_0$ is only 56 to 18 Å, and its gate lies at a comparable or smaller distance. For an oxide 15 Å thick, the image sum above removes about 73 % and 37 % of the pair energy at these two densities. For the cold device, real layers break the assumptions of zero thickness and a distant gate, which lowers the effective value by about a tenth. The mass used is the band mass; by convention $r_s$ is defined with it. The mass measured in a dilute layer is changed by the interactions themselves; that change is a consequence of a large $r_s$, not an input to it, and is left out. The values used here are listed in the numerical output below.

## Table of computed values

```
Electron density n: 1.0e+11 cm^-2
Electron density n: 1.0e-05 angstrom^-2
Mass along layer: 0.19 m0
Mass normal to layer: 0.92 m0
Relative permittivity Si: 11.7
Relative permittivity SiO2: 3.9
Average permittivity kappa: 7.80
kappa from numerical Poisson solution: 7.8000
Bohr radius: 0.5292 angstrom
Radius per electron r0: 178.4 angstrom
Radius per electron r0: 17.84 nm
Effective Bohr radius a*: 21.72 angstrom
Effective Bohr radius a*: 2.172 nm
Interaction parameter rs: 8.21
rs from counted levels and Poisson: 8.21
rs with Si permittivity alone: 5.48
rs at ten times the density: 2.60
Density where rs = 1: 6.74e+12 cm^-2
Pair energy U(r0): 0.01035 eV
Fermi energy, two valleys: 0.000630 eV
U(r0)/E_F, two valleys: 16.4
U(r0)/E_F, one valley: 8.21
Valley splitting that empties one valley: 0.001260 eV
Fermi temperature: 7.31 K
Cold operating temperature: 0.3 K
kT/E_F when cold: 0.041
Room temperature: 300 K
kT/E_F at room temperature: 41.0
U(r0)/kT at room temperature: 0.40
Acceptor density: 1.0e+15 cm^-3
Band bending: 1.1 V
Depletion charge density: 1.19e+11 e/cm^2
Mean field in the layer: 0.0262 MV/cm
Ground energy in triangular well: 0.01537 eV
Mean depth, no image force: 39.1 angstrom
Mean depth, with image force: 45.6 angstrom
Pair-energy loss from depth, no image force: 3.5 %
Pair-energy loss from depth, with image force: 4.5 %
Oxide thickness: 1000 angstrom
Pair-energy loss from gate: 6.2 %
Next subband gap, no image force: 0.01150 eV
Next subband gap, with image force: 0.01025 eV
Side-valley gap, no image force: 0.01063 eV
Side-valley gap, with image force: 0.00891 eV
Mobility: 2.0e+04 cm2/Vs
Level broadening hbar/tau: 0.000305 eV
Broadening/E_F: 0.48
Oxide field: 0.102 MV/cm
```
